\section*{Oxide Thickness for Ten-Year Charge Retention, with Its First Field Correction}

\section{The stored electron and the time it must stay}

A charge-trap memory cell stores information as electrons held in traps, separated from a semiconductor channel by a thin tunnel oxide. The oxide is a barrier and not a perfect wall: the wavefunction of a trapped electron extends into it, and a small part reaches the channel. If empty states are available there at the same energy, the electron can leave without any thermal help. How thick must the oxide be for the charge to survive ten years?

Consider one trap at the outer face of an oxide of thickness $d$. The effective barrier $\phi=2.6$ eV is measured upwards from the trap level to the conduction-band edge of the oxide. The tunnelling mass is $m=0.5\,m_e$, where $m_e$ is the free-electron mass, and the attempt frequency is $\nu=10^{13}\ \mathrm{s^{-1}}$. These are inputs. At first the oxide carries no field, so the barrier is flat. Thermal emission, tunnelling through oxide defects and the image force near the channel are left out.

The answer is $d\approx4.2$ nm, or about 4 nm to one figure. It is the leading term of an asymptotic problem in which the escape probability per attempt is exponentially small. Two corrections are worked out below: one from the prefactor of the rate and one from the field of the stored charge.

\section{The leading estimate}

Inside the flat barrier the electron energy lies $\phi$ below the potential energy, and the stationary Schr\"odinger equation reads
\begin{equation}
\psi''=\kappa^2\psi,\qquad \kappa=\frac{\sqrt{2m\phi}}{\hbar}.
\end{equation}
The solution that decreases away from the trap is $e^{-\kappa z}$, with $z$ the distance from the trap. Its square at the channel is smaller than at the trap by $e^{-2\kappa d}$. Multiplying this by the attempt frequency gives the escape rate
\begin{equation}
\Gamma=\nu e^{-2\kappa d}. \label{rate}
\end{equation}
Here $\nu$ stands for everything that multiplies the exponential, including the reflections at the two faces of the barrier.

For a constant rate, the expected number $n$ of electrons remaining in many equivalent, independent traps obeys $dn/dt=-\Gamma n$, so $n(t)=n(0)e^{-\Gamma t}$. Let retention mean that at least a fraction $f$ remains at time $t$. At the limit of this requirement $e^{-\Gamma t}=f$, hence $\Gamma t=\ln(1/f)$. Inserting (\ref{rate}) and taking logarithms,
\begin{align}
\nu t\,e^{-2\kappa d}&=\ln(1/f),\\
\ln(\nu t)-2\kappa d&=\ln\ln(1/f),\\
d&=\frac{\ln(\nu t)-\ln\ln(1/f)}{2\kappa}. \label{general}
\end{align}
The simplest convention is the $1/e$ lifetime, $f=1/e$. Then $\ln(1/f)=1$, the second logarithm vanishes, and
\begin{equation}
d_0=\frac{\Lambda}{2\kappa},\qquad \Lambda=\ln(\nu t). \label{d0}
\end{equation}

For the stated barrier and mass, $\kappa=5.841\ \mathrm{nm^{-1}}$ and $2\kappa=11.683\ \mathrm{nm^{-1}}$. Ten years are $3.156\times10^8$ s, so
\begin{equation}
\Lambda=\ln(10^{13}\times3.156\times10^8)=49.50,
\qquad
d_0=\frac{49.50}{11.683}\ \mathrm{nm}=4.24\ \mathrm{nm}.
\end{equation}
In \aa ngstr\"oms this is $42.4$ \AA.

The large number $\nu t\approx3\times10^{21}$ enters through its logarithm. A factor of ten in $t$ or $\nu$ therefore costs $\ln(10)/(2\kappa)=0.197$ nm. The reverse dependence is steep: an extra 0.1 nm of oxide multiplies the lifetime by $e^{1.168}=3.22$. The lifetimes are:
\begin{center}
\begin{tabular}{cc}
$d$ (nm) & $1/e$ lifetime (years)\\
3.0 & $5.3\times10^{-6}$\\
3.5 & $1.8\times10^{-3}$\\
4.0 & $0.62$\\
4.5 & $2.2\times10^2$\\
5.0 & $7.4\times10^4$
\end{tabular}
\end{center}
So ``about 4 nm'' is a fair statement of the required thickness, but an oxide of 4.0 nm does not meet the requirement in this model. It is short by 0.237 nm, which changes the exponent by $11.683\times0.237=2.77$ and divides the lifetime by about 16.

\section{Where the prefactor comes from}

Equation (\ref{rate}) was obtained by multiplying a frequency by a probability. A solvable one-dimensional model shows when this is justified and what the frequency contains. Let a hard wall stand at $x=0$, a well of zero potential energy occupy $0<x<a$, a barrier of height $V_0$ occupy $a<x<a+d$, and the potential energy be zero again beyond it. The mass is $m$ everywhere.

A decaying state has a wave that only leaves, and its energy $E$ is complex. Since the time factor is $e^{-iEt/\hbar}$, the probability in the well varies as $e^{2\,\mathrm{Im}(E)\,t/\hbar}$, so
\begin{equation}
\Gamma=-\frac{2}{\hbar}\,\mathrm{Im}\,E. \label{imag}
\end{equation}
Define $k=\sqrt{2mE}/\hbar$ and $q=\sqrt{2m(V_0-E)}/\hbar$. Apart from constant factors, the wavefunction in the three regions is
\begin{equation}
\sin kx,\qquad e^{-q(x-a)}+r\,e^{q(x-a)},\qquad e^{ik(x-a-d)}.
\end{equation}
Continuity of $\psi$ and $\psi'$ means continuity of $\psi'/\psi$, in which the constant factors cancel. At the exit face,
\begin{equation}
\frac{-q e^{-qd}+q r e^{qd}}{e^{-qd}+r e^{qd}}=ik .
\end{equation}
Multiplying out and collecting the terms with $r$ gives
\begin{equation}
r e^{qd}(q-ik)=(q+ik)e^{-qd},
\qquad
r=\frac{q+ik}{q-ik}\,e^{-2qd}. \label{r}
\end{equation}
The growing part of the wave inside the barrier is thus exponentially small at the well. At the entrance face,
\begin{equation}
k\cot ka=-q\,\frac{1-r}{1+r}=-q+\frac{2qr}{1+r}. \label{match}
\end{equation}

For $d\to\infty$, $r$ vanishes and (\ref{match}) gives a bound level $E_0$ with $k\cot ka=-\kappa$. From here on $k$ and $\kappa$ denote the values of $k$ and $q$ at $E_0$, and $\phi=V_0-E_0$. For finite $d$ write $E=E_0+\delta E$ and define $G(E)=k\cot ka+q$, so that $G(E_0)=0$. To first order in $e^{-2\kappa d}$, equation (\ref{match}) becomes
\begin{equation}
G'(E_0)\,\delta E=2\kappa r_0,\qquad r_0=r(E_0). \label{linear}
\end{equation}

The derivative follows from $dk/dE=m/(\hbar^2k)$ and $dq/dE=-m/(\hbar^2q)$:
\begin{equation}
G'(E_0)=\frac{m}{\hbar^2k}\left(\cot ka-\frac{ka}{\sin^2ka}\right)-\frac{m}{\hbar^2\kappa}.
\end{equation}
The bound-state condition gives $\cot ka=-\kappa/k$, and therefore $1/\sin^2ka=1+\cot^2ka=(k^2+\kappa^2)/k^2$. Hence
\begin{align}
G'(E_0)&=-\frac{m}{\hbar^2}\left[\frac{\kappa}{k^2}+\frac1\kappa
+\frac{a(k^2+\kappa^2)}{k^2}\right]\\
&=-\frac{m}{\hbar^2}\,\frac{k^2+\kappa^2}{k^2}\left(a+\frac1\kappa\right),
\end{align}
because $\kappa/k^2+1/\kappa=(k^2+\kappa^2)/(\kappa k^2)$. Solving (\ref{linear}),
\begin{equation}
\delta E=-\frac{2\hbar^2\kappa k^2}{m(k^2+\kappa^2)(a+1/\kappa)}\,r_0 .
\end{equation}
To find the imaginary part, multiply numerator and denominator of (\ref{r}) by $\kappa+ik$:
\begin{equation}
r_0=\frac{(\kappa+ik)^2}{k^2+\kappa^2}e^{-2\kappa d},
\qquad
\mathrm{Im}\,r_0=\frac{2k\kappa}{k^2+\kappa^2}e^{-2\kappa d}.
\end{equation}
With (\ref{imag}), the two minus signs cancel and
\begin{equation}
\Gamma=\nu_w e^{-2\kappa d},\qquad
\nu_w=\frac{\hbar k}{2m(a+1/\kappa)}\;
\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}. \label{nuw}
\end{equation}

The first factor is the speed $\hbar k/m$ divided by twice the length $a+1/\kappa$. It is the frequency of round trips in a well lengthened by the penetration depth. The second factor describes the two abrupt faces. It is largest, equal to 4, when $k=\kappa$, and falls as $16k^2/\kappa^2$ when $k\ll\kappa$. It can exceed one, so it is not itself a probability; the transmission probability is its product with the exponential.

The terms dropped in (\ref{linear}) are of two kinds. Those of order $r^2$ are smaller than the retained term by a factor $e^{-2\kappa d}$. The shift of energy also changes the exponent in $r$, by an amount proportional to $d\,\delta E$, which gives a relative correction of order $\kappa d\,e^{-2\kappa d}$ for $k$, $\kappa$ and $1/a$ of similar size. Both are negligible at several nanometres. The expansion loses its justification when $d$ is no longer large compared with $1/(2\kappa)=0.086$ nm.

\section{What the prefactor does to the thickness}

If the prefactor is $\nu_w$ instead of $\nu$, equation (\ref{d0}) becomes
\begin{equation}
d=\frac{\ln(\nu_w t)}{2\kappa}
=d_0+\frac{\ln(\nu_w/\nu)}{2\kappa}. \label{shift}
\end{equation}
The second term does not grow with the retention time, whereas $d_0$ does. This is the sense in which the exponential fixes the leading thickness and the prefactor corrects it.

Take a well in which the electron has a kinetic energy of 1 eV. Then $k=3.623\ \mathrm{nm^{-1}}$, and the bound-state condition gives $a=0.714$ nm. The effective length is $0.714+1/5.841=0.885$ nm, the round-trip frequency is $4.74\times10^{14}\ \mathrm{s^{-1}}$, and the interface factor is 3.21. Their product is $\nu_w=1.52\times10^{15}\ \mathrm{s^{-1}}$, which is 152 times the assumed $\nu$. Equation (\ref{shift}) gives
\begin{equation}
d=4.237\ \mathrm{nm}+\frac{\ln 152}{11.683}\ \mathrm{nm}
=(4.237+0.430)\ \mathrm{nm}=4.67\ \mathrm{nm}.
\end{equation}

This was tested by solving the full matching condition for the complex energy, without expanding in $r$. The slope of $\ln\Gamma$ between 2 and 4 nm and the prefactor at 4 nm agree with (\ref{nuw}) within the test tolerance of one part in a million. The thickness at which the computed lifetime equals ten years agrees with (\ref{shift}) to within $10^{-6}$ nm. These figures measure the accuracy of the expansion within the model, not the accuracy of the model for a real trap.

The model does not justify the value $10^{13}\ \mathrm{s^{-1}}$. It shows that a one-dimensional well of this size has a larger prefactor, and that a discrepancy of two powers of ten moves the answer by about 0.4 nm. A real trap is three-dimensional, and its coupling to the channel and to lattice vibrations is not contained here.

\section{The first correction from an oxide field}

The stored electrons produce a field in the oxide. Take the case in which this field pushes a trapped electron towards the channel, so that its potential energy falls in that direction. Let the field magnitude $F$ be uniform in the oxide and constant in time, and let $e>0$ be the elementary charge. At distance $z$ from the trap the barrier above the electron energy is $\phi-eFz$. For $eFd<\phi$ it remains positive throughout the oxide.

The local decay constant is $\kappa(z)=\sqrt{2m(\phi-eFz)}/\hbar$. When it changes little over one decay length, the semiclassical solutions are $\kappa(z)^{-1/2}\exp(\pm\int\kappa\,dz)$. The factor $e^{-2\kappa d}$ is then replaced by $e^{-2S}$, where
\begin{align}
2S&=\frac{2\sqrt{2m}}{\hbar}\int_0^d\sqrt{\phi-eFz}\;dz\\
&=\frac{4\sqrt{2m}}{3\hbar eF}\left[\phi^{3/2}-(\phi-eFd)^{3/2}\right]. \label{S}
\end{align}
The integral follows from the substitution $w=\phi-eFz$, for which $dz=-dw/(eF)$; the minus sign reverses the limits.

Let $u=eFd/\phi$ be the fractional lowering of the barrier at the channel. Since $\sqrt{2m}\,\phi^{3/2}/\hbar=\kappa\phi$ and $eF=u\phi/d$, equation (\ref{S}) becomes
\begin{equation}
2S=\frac{4\kappa d}{3u}\left[1-(1-u)^{3/2}\right].
\end{equation}
The binomial series gives $(1-u)^{3/2}=1-\tfrac32u+\tfrac38u^2+\tfrac1{16}u^3+\cdots$, so
\begin{equation}
2S=2\kappa d\left(1-\frac u4-\frac{u^2}{24}-\cdots\right). \label{series}
\end{equation}
The first correction is $u/4$ for a simple reason: the mean barrier is lowered by the fraction $u/2$, and the square root halves this again.

Keep $\nu$ fixed. Ten-year retention requires $2S=\Lambda=2\kappa d_0$. To first order, (\ref{series}) gives
\begin{equation}
d\left(1-\frac{eFd}{4\phi}\right)=d_0 .
\end{equation}
In the small term $d$ may be replaced by $d_0$, since the difference is of second order. Then
\begin{equation}
d\approx d_0\left(1+\frac{eFd_0}{4\phi}\right). \label{first}
\end{equation}

For $F=0.1$ V/nm, the lowering across $d_0$ is $eFd_0=0.424$ eV, and
\begin{equation}
d\approx4.237\left(1+\frac{0.424}{4\times2.6}\right)\mathrm{nm}=4.41\ \mathrm{nm}.
\end{equation}
Solving with the full exponent (\ref{S}) gives 4.43 nm. The first correction thus supplies 0.17 nm of the total increase of about 0.20 nm. At the solution the voltage drop is 0.443 V, well below the 2.6 V at which the barrier top at the channel would reach the trap level.

The effect on lifetime is more striking. If the oxide is kept at 4.237 nm, this field reduces the $1/e$ lifetime from ten years to 1.26 years. A modest change in thickness and a large change in lifetime are the same change in the exponent.

\section{Checking the tilted barrier}

The exponent can be tested through the transmission probability of an incoming wave. Let the wavenumber be $k$ on both sides, and let $\kappa_0$ and $\kappa_d$ be the decay constants at the trap and channel faces. Let the transmitted wave have amplitude $\tau$ at $z=d$, so that $\psi(d)=\tau$ and $\psi'(d)=ik\tau$. Inside the barrier write
\begin{equation}
\psi=\kappa^{-1/2}\left(Pe^{\int_z^d\kappa\,dz'}+Qe^{-\int_z^d\kappa\,dz'}\right).
\end{equation}
Neglecting derivatives of the slowly varying factor, matching at $z=d$ gives
\begin{equation}
P+Q=\kappa_d^{1/2}\tau,\qquad
-P+Q=\frac{ik\tau}{\kappa_d^{1/2}},\qquad
P=\frac{(\kappa_d-ik)\tau}{2\kappa_d^{1/2}}.
\end{equation}
At $z=0$ the $Q$ term is smaller by a factor of order $e^{-2S}$ and is dropped. Then $\psi(0)=\kappa_0^{-1/2}Pe^S$ and $\psi'(0)=-\kappa_0\psi(0)$. The incoming amplitude is
\begin{equation}
A=\frac12\left[\psi(0)+\frac{\psi'(0)}{ik}\right]
=\frac{k+i\kappa_0}{2k}\,\psi(0).
\end{equation}
The speeds on the two sides are equal, so the transmission probability is $T=|\tau|^2/|A|^2$, or
\begin{equation}
T=\frac{16k^2\kappa_0\kappa_d}
{(k^2+\kappa_0^2)(k^2+\kappa_d^2)}\,e^{-2S}. \label{T}
\end{equation}
For $\kappa_0=\kappa_d=\kappa$ its prefactor is the interface factor in (\ref{nuw}).

The neglected derivatives are measured by $|\kappa'|/\kappa^2$. At the trap face this is $eF/(2\phi\kappa)=0.1/(2\times2.6\times5.841)=0.003$, and at the channel face, where the barrier is lower, it is 0.004. With a kinetic energy of 1 eV on both sides and the field-corrected thickness, direct integration of the Schr\"odinger equation gives $T=1.0563\times10^{-21}$. Equation (\ref{T}) gives $1.0565\times10^{-21}$, a relative difference of less than 0.02\%; the test required agreement within 2\%.

\section{The strong-field limit}

Equation (\ref{first}) cannot be continued to arbitrary field. When $eFd=\phi$, $u=1$ and the full exponent is $\tfrac23(2\kappa d)$. For a thicker oxide at the same field, the electron leaves the forbidden region at $z=\phi/(eF)$, before reaching the channel. Integrating up to that point gives
\begin{equation}
2S_{\max}=\frac{4\kappa\phi}{3eF},
\end{equation}
which no longer depends on $d$. If $\nu$ is still held fixed, a ten-year lifetime is possible only when $2S_{\max}\ge\Lambda=2\kappa d_0$, that is,
\begin{equation}
F\le\frac{2\phi}{3ed_0}
=\frac{2\times2.6}{3\times4.237}\ \mathrm{V/nm}=0.41\ \mathrm{V/nm}.
\end{equation}
At this limiting field the required thickness has grown to $\phi/(eF)=\tfrac32d_0$, about 6.4 nm. Above it, more oxide does not restore retention within this fixed-field estimate. The conclusion rests on the semiclassical exponent; the change of prefactor at the new exit point is not included. The limiting field is insensitive to that omission and the thickness is not. A prefactor smaller by a factor of three raises the limiting field by only $\ln 3/\Lambda\approx2\%$. Because the exponent is stationary in $d$ at $u=1$, the same change lowers the thickness needed at the field found above from 6.4 nm to about 5.9 nm.

A field produced by the stored charge itself weakens as electrons leave. The barrier then recovers and later escape is slower. Holding $F$ at its initial value $F_0$ therefore overestimates the loss from that part of the field. If the whole field is proportional to $n$, put $s=\ln[n(0)/n]$; then $dt=ds/\Gamma$ with $F=F_0e^{-s}$, and the $1/e$ lifetime is the integral of $1/\Gamma$ over $0<s<1$. For $F_0=0.1$ V/nm this gives 2.9 years at 4.237 nm instead of 1.26, and a ten-year thickness of 4.35 nm instead of 4.43. The limit of 0.41 V/nm applies only to a field that stays fixed: with an initial field of 0.6 V/nm that decays with the charge, about 5.0 nm meets the $1/e$ requirement.

\section{How firm the estimate is}

The barrier and the mass enter (\ref{d0}) through $\kappa$, so at fixed $\Lambda$
\begin{equation}
d_0\propto(m\phi)^{-1/2},\qquad
\frac{\delta d_0}{d_0}\approx-\frac12\left(\frac{\delta m}{m}+\frac{\delta\phi}{\phi}\right)
\end{equation}
for small changes. Lowering the barrier to 2.5 eV raises the thickness to 4.32 nm. Lowering the mass to $0.4\,m_e$ raises it to 4.74 nm, more than replacing $\nu$ by $10^{15}\ \mathrm{s^{-1}}$, which gives 4.63 nm. With $\nu=10^{12}\ \mathrm{s^{-1}}$ the result is 4.04 nm.

The retention criterion also shifts the result, by less than the changes of mass and attempt frequency above but by more than the change of barrier. If 80\% of the charge must remain, $\ln(1/f)=0.223$, and (\ref{general}) adds $1.50/11.683=0.13$ nm, giving 4.37 nm.

These particular variations, one input at a time, give between about 4.0 and 4.7 nm. They are sensitivities, not error bars, and larger changes leave this range: a mass of $0.3\,m_e$ gives 5.5 nm and a barrier of 2.0 eV gives 4.8 nm. The parabolic form of $\kappa$ is itself an approximation for a level far below the band edge. A two-band dispersion replaces $\phi$ by $\phi(1-\phi/E_g)$, and for a gap $E_g=9$ eV and the same band-edge mass it gives 5.0 nm. The image force, left out throughout, lowers the barrier near the channel; a classical estimate for silicon dioxide on silicon adds about 0.1 nm, the same order as the field correction. An additional independent leakage path adds to $\Gamma$ and shortens the lifetime, so meeting the direct-tunnelling requirement does not by itself guarantee retention. Conversely, if the channel has no empty state at the trap energy, the elastic process considered here is blocked and (\ref{rate}) does not apply.

\section*{Values computed for the example and the checks}
\begin{verbatim}
barrier: 2.6 eV
mass: 0.5 electron masses
attempt frequency: 1.0e+13 1/s
ten years: 3.1558e+08 s
kappa: 5.841 1/nm
2 kappa: 11.683 1/nm
nu*t: 3.1558e+21 (no unit)
ln(nu*t): 49.50 (no unit)
ten-year thickness, 1/e: 4.237 nm = 42.37 angstrom
ten-year thickness, 80% kept: 4.366 nm
thickness per decade of time: 0.197 nm
lifetime factor per 0.1 nm: 3.22 (no unit)
lifetime at 3.0 nm: 5.27e-06 years
lifetime at 3.5 nm: 0.00181 years
lifetime at 4.0 nm: 0.625 years
lifetime at 4.5 nm: 215 years
lifetime at 5.0 nm: 7.4e+04 years
thickness, barrier 2.5 eV: 4.321 nm
thickness, mass 0.4: 4.738 nm
thickness, frequency 1e12 1/s: 4.040 nm
thickness, frequency 1e15 1/s: 4.632 nm
oxide field: 0.1 V/nm
thickness with field: 4.432 nm
voltage drop at that thickness: 0.443 V
lifetime with field at flat-barrier thickness: 1.26 years
tilted barrier, numerical transmission: 1.0563e-21 (no unit)
tilted barrier, semiclassical: 1.0565e-21 (no unit)
model well kinetic energy: 1.0 eV
model well wavenumber: 3.623 1/nm
model well width: 0.714 nm
model collision frequency: 4.738e+14 1/s
model interface factor: 3.210 (no unit)
model prefactor, formula: 1.5208e+15 1/s
model prefactor, complex energy: 1.5208e+15 1/s
log-rate slope, complex energy: 11.683 1/nm
model ten-year thickness, formula: 4.6674 nm
model ten-year thickness, complex energy: 4.6674 nm
population after ten years at 80% thickness: 0.8000 (no unit)
\end{verbatim}
